# Optimum Number Fraction for Heterocoagulation of Equal-Sized Silica and Alumina

**Setting.** A dilute aqueous suspension contains silica (species 1) and alumina (species 2) spheres of equal radius $a$. The total number density is $N$, and the number fraction of silica is $n$. Particles meet by Brownian motion, and contact is irreversible. Let $k_{ij}$ be the rate constant for a pair $ij$, and $k_s$ the constant for spheres that diffuse freely and stick at first contact, without forces or hydrodynamic coupling. Define $W_{ij}=k_s/k_{ij}$. The overall initial stability ratio $W$ is the aggregation rate if every pair had the constant $k_s$, divided by the actual rate, before aggregates have become numerous.

## Part (a)

*Express $W$ in terms of $n$ and the three pair ratios.*

**Answer.** Unlike pairs have density $N_1N_2$. Like pairs have density $N_i^2/2$, because exchanging two identical partners gives no new pair. With $N_1=nN$ and $N_2=(1-n)N$, the event rate per volume is

$$J=\tfrac12k_{11}n^2N^2+\tfrac12k_{22}(1-n)^2N^2+k_{12}n(1-n)N^2 .$$

Setting all three constants to $k_s$ gives $J_s=\tfrac12k_sN^2[n+(1-n)]^2=\tfrac12k_sN^2$. Since $1/W=J/J_s$,

$$\frac1W=\frac{n^2}{W_{11}}+\frac{(1-n)^2}{W_{22}}+\frac{2n(1-n)}{W_{12}} .$$

The weights add to one: they are the probabilities that a random pair is silica–silica, alumina–alumina or mixed.

## Part (b)

*Particles coagulate only with the other species. Find the best $n$ and the least $W$. What further condition makes this minimum a pure number?*

**Answer.** Now $1/W_{11}=1/W_{22}=0$, so

$$W=\frac{W_{12}}{2n(1-n)},\qquad n(1-n)=\tfrac14-\left(n-\tfrac12\right)^2 .$$

The product is largest at $n=\tfrac12$, where it equals $\tfrac14$. Hence

$$n^*=\tfrac12,\qquad W_{\min}=2W_{12}.$$

The minimum equals **two** if $W_{12}=1$, that is, if unlike particles aggregate at the reference rate $k_s$. Selective sticking alone does not ensure this. The position of the minimum, however, does not depend on $W_{12}$.

The factor two is a matter of counting: at best half of all pairs are unlike. For $W_{12}=1$, $W$ is 5.556 at $n=0.1$, 2.381 at $n=0.3$ and 2 at $n=0.5$. It diverges at either pure end, where no partners remain.

For a finite even number $M$ of particles there are $M(M-1)/2$ pairs, of which at most $(M/2)^2$ are unlike. The least ratio is then $2(1-1/M)$, or 1.99 for $M=200$, and it tends to two for a large suspension.

Equal numbers of equal spheres mean equal volumes, not equal masses. With rough densities of 2200 and 3950 kg/m³, the silica mass fraction at the optimum is $2200/(2200+3950)=0.358$.

## Part (c)

*Like pairs may also stick. Find the optimum and its condition.*

**Answer.** Write $A=1/W_{11}$, $B=1/W_{22}$, $C=1/W_{12}$ and $D=2C-A-B$. Expanding part (a) and completing the square,

$$\frac1W=B+2(C-B)n-Dn^2
=B+\frac{(C-B)^2}{D}-D\left(n-\frac{C-B}{D}\right)^2 .$$

If $C>A$ and $C>B$, then $D>0$. The optimum lies between 0 and 1, because $C-B>0$ and $D-(C-B)=C-A>0$. Since $BD+(C-B)^2=C^2-AB$,

$$n^*=\frac{C-B}{2C-A-B},\qquad W^*=\frac{2C-A-B}{C^2-AB}.$$

For $A=B=0$ this returns $n^*=1/2$ and $W^*=2/C=2W_{12}$. If $A$ or $B$ is at least as large as $C$, a pure suspension does best: $1/W$ is a weighted average of $A,B,C$ and cannot exceed the largest, which a pure end attains.

## Part (d)

*Derive $k_s$, and $W_{ij}$ for a pair energy $V$ and relative drag factor $u$.*

**Answer.** One sphere has diffusion coefficient $D_0=kT/(6\pi\eta a)$, so the separation of two free spheres diffuses with $2D_0$. Drag reduces this to $2D_0/u$. Let $v=V/kT$, and let $c(r)$ be the density of partners at centre distance $r$. The steady inward current is

$$I=4\pi r^2\frac{2D_0}{u}\left(\frac{dc}{dr}+c\frac{dv}{dr}\right)
=\frac{8\pi D_0r^2}{u}e^{-v}\frac{d(ce^v)}{dr}.$$

Sticking makes $ce^v=0$ at $r=2a$; far away $v=0$ and $c=c_\infty$. Dividing by the prefactor and integrating gives

$$k_{ij}=\frac I{c_\infty}=\frac{8\pi D_0}{\int_{2a}^{\infty}ue^v\,dr/r^2}.$$

For $u=1$, $v=0$ the integral is $1/(2a)$, so $k_s=16\pi aD_0=8kT/(3\eta)$. The radius cancels, so all equal-sized pairs share this reference. With $r=a(2+s)$, where $s$ is the surface gap divided by $a$,

$$W_{ij}=2\int_0^\infty\frac{u(s)e^{v(s)}}{(2+s)^2}\,ds .$$

Repulsion raises $W_{ij}$, attraction lowers it, and drag raises it.

## Part (e)

*Construct $V$ and $u$ for charged spheres in monovalent salt.*

**Answer.** *Double layer.* Between plates at fixed potentials $\psi_1,\psi_2$ and gap $h$, the linearised Poisson–Boltzmann equation is $\psi''=\kappa^2\psi$. The pressure is the excess ionic pressure minus the electric tension,

$$P=\tfrac12\varepsilon(\kappa^2\psi^2-\psi'^2),$$

and is uniform, since $P'=\varepsilon\psi'(\kappa^2\psi-\psi'')=0$. Put $\psi=\psi_1\cosh\kappa x+\beta\sinh\kappa x$. The second plate requires $\beta=(\psi_2-\psi_1\cosh\kappa h)/\sinh\kappa h$, and $P=\frac12\varepsilon\kappa^2(\psi_1^2-\beta^2)$ becomes

$$P=\frac{\varepsilon\kappa^2}{2}\,
\frac{2\psi_1\psi_2\cosh\kappa h-\psi_1^2-\psi_2^2}{\sinh^2\kappa h}.$$

Integrating from $h$ to infinity gives the plate energy per area,

$$G=\frac{\varepsilon\kappa}{2}\left[\frac{2\psi_1\psi_2}{\sinh\kappa h}-(\psi_1^2+\psi_2^2)(\coth\kappa h-1)\right].$$

For close spheres the local gap at distance $\rho$ from the axis is $H=h+\rho^2/a$. The force is $\int P(H)\,2\pi\rho\,d\rho=\pi aG(h)$, because $2\rho\,d\rho=a\,dH$. A second integration, with $q=e^{-\kappa h}$, gives

$$V_{dl}=\frac{\pi\varepsilon a}{2}\left[2\psi_1\psi_2\ln\frac{1+q}{1-q}+(\psi_1^2+\psi_2^2)\ln(1-q^2)\right].$$

Equal potentials give the repulsion $2\pi\varepsilon a\psi^2\ln(1+q)$. For opposite signs both terms are negative.

*Van der Waals energy.* Sum $-\beta_6/d^6$ over all atom pairs and define $A_H=\pi^2\rho_1\rho_2\beta_6$ with atomic densities $\rho_i$. For an atom at distance $R$ from a sphere's centre, the shell of radius $x$ contributes $4\pi x^2(R^2+x^2)/(R^2-x^2)^4$ to $\int d^{-6}$. This is the derivative of $\frac{4\pi}{3}x^3/(R^2-x^2)^3$, so the whole sphere gives $\frac{4\pi}{3}a^3/(R^2-a^2)^3$. The second sphere cuts an area $\pi R[a^2-(r-R)^2]/r$ from the spherical surface of radius $R$. Thus

$$V_{w}=-\frac{4A_Ha^3}{3r}\int_{r-a}^{r+a}\frac{R[a^2-(r-R)^2]}{(R^2-a^2)^3}dR
=-\frac{2A_Ha^3}{3r}\int_{r-a}^{r+a}\frac{r-R}{(R^2-a^2)^2}dR .$$

The second form follows by parts; the bracket vanishes at both limits. The antiderivatives needed are

$$\int\!\frac{R\,dR}{(R^2-a^2)^2}=\frac{-1}{2(R^2-a^2)},\quad
\int\!\frac{dR}{(R^2-a^2)^2}=\frac{-R}{2a^2(R^2-a^2)}-\frac1{4a^3}\ln\frac{R-a}{R+a}.$$

With $g=r^2-4a^2$, inserting the limits makes the last integral

$$\frac{r}{ag}+\frac{r}{4a^3}\ln\frac g{r^2}-\frac{2a}{rg}.$$

Multiplying by the prefactor and using $4a^2/(r^2g)=1/g-1/r^2$,

$$V_w=-\frac{A_H}{6}\left[\frac{2a^2}{g}+\frac{2a^2}{r^2}+\ln\frac g{r^2}\right].$$

*Drag.* At small gaps, approach at speed $U$ squeezes out liquid with mean speed $U\rho/(2H)$. Flow between parallel walls then requires $dp/d\rho=-6\eta U\rho/H^3$. The resisting force is

$$F=6\pi\eta U\int_0^\infty\frac{\rho^3d\rho}{H^3}=\frac{3\pi\eta Ua^2}{2h}.$$

Under the same force, isolated spheres would approach at $2F/(6\pi\eta a)$, so $u\to a/(2h)=1/(2s)$. Far apart, each sphere sits in the other's opposing flow $F/(4\pi\eta r)$, so $u\to1+3/(2s)$. The interpolation

$$u=\frac{6s^2+13s+2}{6s^2+4s}$$

has both limits; between them it is an approximation, within about 3 % of the exact series solution for two equal spheres.

## Part (f)

*Evaluate the optimum for $a=50$ nm, potentials $-40$ mV (silica) and $+35$ mV (alumina), and Hamaker constants 8 and 40 zJ, in 1 mM and 30 mM salt at 298.15 K. Take the geometric mean for the mixed Hamaker constant.*

**Answer.** The mixed constant is $\sqrt{8\times40}=17.9$ zJ. Integrating part (d) numerically, with $V=V_{dl}+V_w$, gives:

| Salt | Debye length | $W_{11}$ | $W_{22}$ | $W_{12}$ |
|---|---|---|---|---|
| 1 mM | 9.61 nm | $2\times10^{20}$ | $6\times10^{10}$ | 0.97 |
| 30 mM | 1.76 nm | $4\times10^{13}$ | 3.4 | 1.53 |

At **1 mM**, like-pair sticking is negligible, so $n^*=0.50$ and $W^*=2\times0.974=1.95$. The closeness to two comes from a near cancellation. Double-layer attraction alone, without drag, gives $W_{12}=0.685$; adding van der Waals attraction changes it only to 0.682; restoring drag raises it to 0.974. With van der Waals attraction and drag but no charge, $W_{12}=1.59$.

The reference rate therefore matters. If the fast rate is that of uncharged silica–alumina pairs, including van der Waals attraction and drag, the minimum becomes $2\times0.974/1.588=1.23$.

The fixed-potential attraction diverges at contact, but this hardly affects the rate. Treating pairs as stuck at a gap of 2.5 nm gives $W_{12}=0.97418$, against 0.9742 for the full integral. A direct finite-difference solution of the diffusion problem with that cut also gives 0.97418.

At **30 mM**, the premise of part (b) fails in this fixed-potential model: screening has lowered the alumina–alumina ratio to 3.4. With $A\simeq0$, $B=1/3.407=0.294$ and $C=1/1.530=0.654$,

$$n^*=\frac{0.654-0.294}{2(0.654)-0.294}=0.355,\qquad
W^*=\frac{1.014}{0.654^2}=2.37 .$$

The best mixture contains more alumina, because alumina pairs now contribute. An equal mixture gives 2.50, so the penalty for keeping $n=1/2$ is about 5 % of the minimum.

These 30 mM figures only illustrate the trend. The potentials were kept at their 1 mM values, although they usually fall in stronger salt, and $W_{22}$ depends steeply on them. With both potentials 10 % lower, the optimum moves to $n^*=0.02$ with $W^*=1.56$, almost pure alumina; with both 10 % higher, it moves to $n^*=0.50$ with $W^*=3.02$. The alumina Hamaker constant also matters: 36 zJ gives $W_{22}\approx10$ and $n^*=0.46$, while 44 zJ gives $W_{22}\approx1.9$ and $n^*=0.17$. The surface condition matters as much. If the charge, rather than the potential, stays fixed as the surfaces approach, the linear theory gives $W_{22}\approx10^8$, $n^*=0.50$ and $W^*=3.06$. Linearisation greatly overstates fixed-charge repulsion at small gaps: the nonlinear equation for alumina pairs gives only $W_{22}\approx35$, with $n^*\approx0.49$ and $W^*\approx2.99$. In both cases the optimum returns to nearly equal numbers. Keeping the alumina potential fixed but using the nonlinear Poisson–Boltzmann equation for alumina pairs gives $W_{22}\approx2.1$ and $n^*\approx0.21$. Whether alumina pairs stick at 30 mM therefore cannot be settled by this model alone.

## Part (g)

*For a particle volume fraction of $10^{-4}$ and viscosity 0.89 mPa s, how long does the initial ratio apply? Assess shear, unequal sizes and relevance to polishing slurries.*

**Answer.** Each event removes one particle from the total count, so $dN/dt=-k_sN^2/(2W)$ and the initial time scale is $2W/(k_sN)$. With $k_s=1.233\times10^{-17}$ m³/s and $N=1.91\times10^{17}$ m⁻³, $W=2$ gives

$$\tau=\frac{4}{(1.233\times10^{-17})(1.91\times10^{17})}\ \mathrm{s}=1.70\ \mathrm{s}.$$

The 1 mM model gives 1.65 s. The result describes times well below this, but well above the diffusion time $(2a)^2/(2D_0)$, roughly 1 ms. The steady rate is approached slowly: for free spheres the rate exceeds it by the fraction $2a/\sqrt{2\pi D_0t}$, which is 18 % at 10 ms and 6 % at 100 ms. Later, clusters expose both materials and the two-species count no longer suffices.

In a shear flow $v_x=Gz$, the inward flux through a collision sphere of radius $2a$ is half the integral of the absolute normal velocity:

$$k_{sh}=\frac{G(2a)^3}{2}\int_0^\pi|\cos\theta|\sin^2\theta\,d\theta\int_0^{2\pi}|\cos\phi|\,d\phi=\frac43G(2a)^3,$$

since the integrals are $2/3$ and 4. This estimate neglects forces and flow disturbance. At $G=100$ s⁻¹, a stirred-tank value, it is 1.1 % of $k_s$. The two rates do not simply add, however. Weak shear also brings fresh particles into the depleted region around each sphere, which raises the diffusive rate of free spheres by a fraction of about $0.26\sqrt{Pe}$, with $Pe=G(2a)^2/(2D_0)$. Here $Pe=0.10$, so the rise is about 8 %. For a pad moving at 1 m/s over a 20 µm gap, $G=5\times10^4$ s⁻¹ and it is 5.4 times $k_s$. The Brownian ratio then no longer describes the aggregation rate. The factor two would survive relative to a common shear-driven rate if unlike pairs aggregated at that rate and like pairs still never stuck. At the pad shear rate the force scale $6\pi\eta a^2G$ is 2.1 pN, while the largest repulsion in the 1 mM model is 13 pN for silica pairs and 6.5 pN for alumina pairs. This estimate suggests that the barriers are lowered but not removed; stronger shear, larger particles or weaker repulsion could change that.

For unequal radii, the free rate is proportional to $(1/a_1+1/a_2)(a_1+a_2)$. Relative to equal spheres the factor is $(a_1+a_2)^2/(4a_1a_2)$, or 1.008 at a size ratio of 1.2. If the equal-sphere $k_s$ is kept as the reference, this lowers the ideal minimum from 2 to 1.98.

The size, potentials and Hamaker constants are rough values for silica and alumina abrasives near pH 6. The volume fraction was chosen small so that the dilute theory applies; at $10^{-2}$ the same dilute formula would give a time a hundred times shorter. The reduced potentials $e\psi/kT$, $-1.56$ and $1.36$, are not small, and at 1 mM $\kappa a=5.2$ is only moderately large, so linearisation and the close-sphere construction limit the accuracy. At 1 mM, lowering both potentials by 10 % changes $W_{12}$ from 0.974 to 0.995 and the minimum from 1.95 to 1.99. Superposing the nonlinear potentials of single spheres at their true centre distance, instead of using the close-sphere form, gives $W_{12}\approx1.02$ and a minimum of about 2.03. Replacing the interpolated drag by the exact two-sphere series lowers $W_{12}$ from 0.974 to 0.962 at 1 mM, from 1.53 to 1.50 at 30 mM and from 1.59 to 1.56 for uncharged pairs, so the minima become 1.92 and 2.35. The third digit of 1.95 is therefore not significant. Roughness, hydration forces and retardation are omitted. A larger change is possible when dissolved silica adsorbs on alumina: if it makes the alumina potential negative, the attraction assumed here can become a barrier. At a fixed total number density, equal number fractions therefore give the fastest initial coagulation as long as like surfaces remain stable and unlike ones stick. A minimum near two further requires that unlike pairs aggregate at nearly the rate $k_s$, which here rests on their attraction, similar sizes and weak shear. The numerical output lists the input values and the main results.

## Computed results

```
Ideal optimum silica number fraction: 0.5000
Ideal minimum overall ratio W: 2.0000
Counted minimum W for 200 particles: 1.9900
Ideal W at n = 0.1: 5.556
Ideal W at n = 0.3: 2.381
Ideal W at n = 0.5: 2.000
Rough densities silica, alumina: 2200, 3950 kg/m3
Silica mass fraction at n = 1/2: 0.358
Temperature: 298.15 K
Relative permittivity: 78.4
Viscosity: 0.89 mPa s
Particle radius: 50 nm
Potentials silica, alumina: -40, 35 mV
Reduced potentials e psi/kT: -1.56, 1.36
Hamaker silica, alumina, mixed: 8.0, 40.0, 17.9 zJ
1 mM: Debye length 9.61 nm, kappa*a 5.20
1 mM: W11 silica 1.562e+20, W22 alumina 5.878e+10
1 mM: W12 unlike 0.9742
1 mM: optimum n 0.5000, minimum W 1.9484
1 mM: W at n = 1/2 1.9484
30 mM: Debye length 1.76 nm, kappa*a 28.49
30 mM: W11 silica 4.192e+13, W22 alumina 3.407e+00
30 mM: W12 unlike 1.5298
30 mM: optimum n 0.3553, minimum W 2.3727
30 mM: W at n = 1/2 2.4986
W12 at 1 mM, charge only, no drag: 0.6846
W12 at 1 mM, charge and vdW, no drag: 0.6817
W12 uncharged, vdW and drag: 1.5881
2*W12 at 1 mM relative to uncharged rate: 1.2269
W12 at 1 mM, potentials 10 % lower: 0.9949
W12 cut at 2.5 nm gap, integral: 0.97418
W12 cut at 2.5 nm gap, diffusion solve: 0.97418
Smoluchowski rate constant: 1.233e-17 m3/s
Particle volume fraction: 1.0e-04
Particle number density: 1.910e+17 1/m3
Initial aggregation time 2W/(k_s N), ideal: 1.70 s
Initial aggregation time, 1 mM model: 1.65 s
Shear rates tank, pad gap: 100, 50000 1/s
Pad speed and gap: 1.0 m/s, 20 um
Shear/Brownian rate, tank: 0.0108
Shear/Brownian rate, pad gap: 5.41
Unlike-pair rate factor at size ratio 1.2: 1.0083
```
